\section*{A kinetic Monte Carlo event is not a fixed physical time}

\section{Definitions and conventions}

A lattice model of deposition or etching is in a state $s$, which lists what occupies each site. From $s$ a set of events is possible: an adsorption, a desorption, a hop. Event $i$ has rate $k_i$, meaning that it occurs in a short interval $dt$ with probability $k_i\,dt$, whatever happened earlier. The total rate is
\begin{equation}
R(s)=\sum_i k_i .
\end{equation}
Pressure and temperature are constant, so the rates change only when the state changes. An \emph{event} is an executed change of state; a trial move that is rejected is an \emph{attempt}, not an event. The \emph{wait} $\Delta t$ is the physical time spent in $s$ before the next event.

\section{The belief and its appeal}

The belief is that each event advances physical time by the same amount, so that the number of events can serve as a time axis once one conversion factor is known. Many simulations do advance by a fixed step, and kinetic Monte Carlo also runs in a loop that does one thing per pass. Over a short stretch on a large surface, moreover, $R$ hardly changes, and a constant mean time per event is then a good approximation. The event count fails as a time axis when $R$ drifts during the stretch. It does so when irreversible adsorption is the only process and fills the surface, because $R$ then falls to zero.

\section{The wait follows from the total rate}

Let $S(t)$ be the probability that no event has occurred a time $t$ after entering $s$. To survive a further $dt$, the system must avoid every event, which has probability $1-R\,dt$ to first order. Hence
\begin{equation}
\frac{dS}{dt}=-RS,\qquad S(0)=1,\qquad S(t)=e^{-Rt}.
\end{equation}
The density of waits is $-dS/dt=Re^{-Rt}$. Its first two moments are
\begin{equation}
\langle\Delta t\rangle=\int_0^\infty tRe^{-Rt}dt=\frac1R,\qquad
\langle\Delta t^2\rangle=\int_0^\infty t^2Re^{-Rt}dt=\frac2{R^2},
\end{equation}
so the variance is $2/R^2-1/R^2=1/R^2$. The standard deviation equals the mean. To draw a wait, set $S(\Delta t)=u$ with $u$ uniform between 0 and 1, which gives $\Delta t=-\ln u/R$.

Two statements must be kept apart. A change of $R$ changes the distribution of the wait. If $R$ stays the same, as when a lone adsorbate hops on a uniform ring, the distribution stays the same, but successive waits still differ because each is a new random draw.

The identity of the event does not set the wait either. For event $i$ to come first at time $t$, its own clock must fire then and all others must still be silent. The joint density is
\begin{equation}
k_ie^{-k_it}\prod_{j\ne i}e^{-k_jt}=k_ie^{-Rt}
=\frac{k_i}{R}\,\bigl(Re^{-Rt}\bigr).
\end{equation}
It factorizes: event $i$ is chosen with probability $k_i/R$, independently of the wait. Take three events with rates 20, 60 and 120~s$^{-1}$, so that $R=200$~s$^{-1}$ and $1/R=5$~ms. The slowest event would take 50~ms on average if it were alone. In competition it is chosen in one case out of ten, and when it is chosen the mean wait is still 5~ms. It wins only if it fires before the others.

Along a given sequence of states with total rates $R_1,\dots,R_n$, the waits are independent, so means and variances add:
\begin{equation}
\langle t_n\rangle=\sum_{j=1}^n\frac1{R_j},\qquad
\mathrm{var}(t_n)=\sum_{j=1}^n\frac1{R_j^2}.
\end{equation}
If all $R_j$ equal $R$, the elapsed time is $n/R$ with relative spread $1/\sqrt n$. Counting events then measures time well, provided there are many of them. It also does so over a long stationary run, in which $R$ fluctuates about a fixed average but does not drift. The mean time per event is then the reciprocal of the time-averaged $R$, and the relative spread still falls as $1/\sqrt n$ but with a prefactor larger than one, about 4.6 for the six-site ring with hops treated below.

\section{A surface that fills itself}

Consider a precursor dose on a ring of $N$ sites, initially empty. Adsorption is irreversible, and an adsorbate prevents adsorption on its two neighbours. A site is therefore open if it and both neighbours are empty. Each open site adsorbs at rate $k$, so with $A$ open sites
\begin{equation}
R=kA,\qquad \langle\Delta t\rangle=\frac1{kA}.
\end{equation}

The number of adsorbates does not determine $A$. On a ten-site ring, two adsorbates separated by two lattice spacings share a blocked neighbour and leave five open sites; separated by five spacings, they leave four. With $k=20$~s$^{-1}$ the mean waits are 10.0 and 12.5~ms at the same coverage.

For a large ring the average filling can be found in closed form. Let $P_m(t)$ be the probability that $m$ given consecutive sites are empty, with $m\ge2$ and $N\to\infty$. Such a run is lost when one of its sites adsorbs. The $m-2$ interior sites are certainly open. Each of the two end sites is open only if the site just outside is empty too, which requires a run of $m+1$. Nothing desorbs, so there is no gain term:
\begin{equation}
\frac{dP_m}{dt}=-k\left[(m-2)P_m+2P_{m+1}\right].
\label{eq:runs}
\end{equation}
Try $P_m=e^{-(m-2)kt}\phi(t)$. The left side becomes $-(m-2)kP_m+e^{-(m-2)kt}\phi'$, and the last term on the right is $-2ke^{-(m-1)kt}\phi$. The terms in $(m-2)P_m$ cancel, and division by $e^{-(m-2)kt}$ leaves an equation free of $m$:
\begin{equation}
\phi'=-2ke^{-kt}\phi .
\end{equation}
Since $P_m(0)=1$, $\phi(0)=1$, and integration gives $\phi=e^{-2x}$ with $x=1-e^{-kt}$.

The fraction of open sites is $P_3=e^{-kt}\phi=(1-x)e^{-2x}$. The coverage $\theta$, in adsorbates per site, grows as $d\theta/dt=kP_3$. Because $dx=ke^{-kt}dt$,
\begin{equation}
\theta=\int_0^t ke^{-kt'}\phi(t')\,dt'=\int_0^x e^{-2x'}dx'
=\frac12\left(1-e^{-2x}\right).
\label{eq:theta}
\end{equation}
At long times $x\to1$, and the surface saturates at $\theta_{\rm sat}=\frac12(1-e^{-2})=0.4323$.

Two limits show how the time per event moves. For $kt\ll1$, $x\simeq kt$ and $P_3\simeq(1-kt)(1-2kt)\simeq1-3kt$, so the initial mean wait $1/(kN)$ remains a fair estimate only while $3kt\ll1$. For $kt\gg1$, $P_3\simeq e^{-2}e^{-kt}$, and $1/(kNP_3)$ grows as $e^{kt}$. That growth ends when few sites remain open: $A$ is an integer, its fluctuations matter, and the mean of $1/A$ is no longer close to the reciprocal of the mean. With one open site left, the mean wait is $1/k$, which is $N$ times the first.

\section{The number that refutes a fixed step}

Take $N=10000$ and $k=20$~s$^{-1}$, chosen as round model parameters. The first mean wait is $1/(20\times10000)$~s $=5.0$~$\mu$s. The time at which a fraction $f$ of saturation is reached follows from inverting Eq.~(\ref{eq:theta}):
\begin{equation}
x_f=-\tfrac12\ln(1-2f\theta_{\rm sat}),\qquad t_f=-\frac1k\ln(1-x_f).
\end{equation}
For $f=\frac12$, $x_f=-\frac12\ln(1-0.4323)=0.283$ and $t_f=-\ln(0.717)/(20~\mathrm{s}^{-1})=16.6$~ms. For $f=0.99$ the same steps give 173.7~ms. The expected number of open sites falls from 10000 to 4070 at half saturation and to 44.6 at 99\%. The corresponding $1/(kA)$ rises from 5.0 to 12.3 and then to 1121~$\mu$s, a factor of 224 in all.

Now give every event the initial 5.0~$\mu$s. Reaching 99\% of saturation takes 4280 adsorptions, so this clock reads
\begin{equation}
4280\times5.0~\mu\mathrm{s}=21.4~\mathrm{ms}
\end{equation}
instead of 173.7~ms, the time at which the average coverage reaches this mark; on a single ring of 10000 sites the 4280th adsorption scatters by about 20~ms around it. A dose stopped at 21.4~ms would in fact have reached 58\% of saturation.

One may try to rescue the belief by calibration. Matching the 99\% point requires a step of $173.7~\mathrm{ms}/4280=40.6~\mu$s. Half saturation, after 2162 adsorptions, is then placed at about 88~ms, whereas it occurs at 16.6~ms. No constant matches both points. Any fixed step makes time proportional to the number of adsorptions, so the ratio of the two times must be $0.50/0.99=0.505$. The true ratio is $16.6/173.7=0.096$, and the step length cancels from both.

The end of the dose is more extreme. In rejection-free simulations the complete filling took about 0.4~s on average, with a spread of about 60~ms between runs. On average somewhat more than half of that time came after the 99\% mark, during roughly the last 1\% of the adsorptions, though not in every run.

The waits were also tested without using $R$ to generate them, by giving each site its own random arrival clock. Multiplied by $kA$, they should have mean 1 and variance 1; the sampled values are 0.997 and 0.990, and the full exponential law was tested as well. Among the groups listed in the numerical output, the one with 9000 to 10000 open sites lies about three standard errors below its prediction, a difference of 1.7\%. I take this as sampling scatter, since the law holds for each state separately, but that reading was not tested with a second sample.

\section{Where a fixed time does belong}

There is an algorithm with a constant mean time per pass. It picks any of the $N$ sites at total rate $\Lambda=kN$ and rejects the attempt if the site is not open. Attempts have mean spacing $1/\Lambda$ throughout the dose. An attempt succeeds with probability $p=A/N$, and a rejection leaves $A$ unchanged. The event comes at attempt $m$ with probability $(1-p)^{m-1}p$, and the sum of $m$ exponential spacings has density $\Lambda^mt^{m-1}e^{-\Lambda t}/(m-1)!$. The density of the time to the event is therefore
\begin{align}
w(t)&=p\Lambda e^{-\Lambda t}\sum_{m=1}^\infty
\frac{[(1-p)\Lambda t]^{m-1}}{(m-1)!}\nonumber\\
&=p\Lambda e^{-\Lambda t}e^{(1-p)\Lambda t}=p\Lambda e^{-p\Lambda t}.
\end{align}
Since $p\Lambda=kA$, the wait per event is the same as before. With 1000 open sites an event needs ten attempts on average, and $10\times5.0~\mu$s $=50~\mu$s. The belief is correct for the mean time per attempt and wrong for events.

\section{Averages need the waits too}

The error also affects steady states, where no filling curve gives it away. Let $\nu(s)$ be the fraction of visits to $s$ in a long stationary run. Each visit lasts $1/R(s)$ on average, so the fraction of time spent in $s$ is
\begin{equation}
\pi(s)=\frac{\nu(s)/R(s)}{\sum_{s'}\nu(s')/R(s')},
\qquad \nu(s)=\frac{\pi(s)R(s)}{\langle R\rangle},
\end{equation}
where angle brackets now denote averages over time, with weights $\pi$. The second form follows by solving for $\nu$ and requiring $\sum_s\nu=1$. For the number of adsorbates $n$, an average that counts each event equally is then wrong by
\begin{equation}
\sum_s\nu n-\langle n\rangle=\frac{\langle nR\rangle-\langle n\rangle\langle R\rangle}{\langle R\rangle}.
\end{equation}
It vanishes if $n$ and $R$ are uncorrelated, in particular if $R$ is constant.

Take a six-site ring with the same blocking rule, adsorption at 20~s$^{-1}$ and desorption at 100~s$^{-1}$. The true coverage is 0.127, while the average over events is 0.152. The sign is clear from the rates: the empty ring has $R=6\times20=120$~s$^{-1}$, one adsorbate gives $100+3\times20=160$~s$^{-1}$, and fuller rings have larger $R$ still. Occupied states are left sooner and so are overcounted.

Now allow hops to neighbouring sites at 2000~s$^{-1}$, equal in both directions and forbidden if they would place two adsorbates side by side. They connect states of equal equilibrium weight, so the true coverage remains 0.127. The mean time per event drops from 6.5 to 0.36~ms, and the event average moves to 0.211. A conversion factor found without diffusion would be wrong by a factor of 18 with it, although the coverage has not changed.

\section{When the rates themselves vary}

If the precursor pressure changes during a wait, $R$ depends on time even in a fixed state. The survival equation becomes $dS/dt=-R(t)S$, and $S(\Delta t)=u$ now gives
\begin{equation}
\int_0^{\Delta t}R(t)\,dt=-\ln u .
\end{equation}
The rule $\Delta t=-\ln u/R$ is the special case of constant $R$. A solution exists only if the integral can reach $-\ln u$. If the precursor is pumped away, the integral over all later times may have a finite value $I$, and then no further event occurs with probability $e^{-I}$. If $R=0$ throughout, as on the saturated surface above, $I=0$: there is certainly no next event, and physical time runs on without one.

\section*{Computed values}
\begin{verbatim}
THREE COMPETING EVENTS
rates: [ 20.  60. 120.] 1/s; total rate: 200.0 1/s
predicted mean wait 1/R: 5.000 ms
sampled share of each event: [0.1   0.302 0.599]
sampled mean wait by event chosen: [4.99 4.97 5.  ] ms
sampled standard deviation of wait: 4.99 ms
SURFACE FILLING
sites N: 10000; rate per open site k: 20 1/s
saturation coverage: 0.4323 per site
start: time 0.0 ms, coverage 0.0000
  expected open sites A 10000.0, 1/(kA) 5.0 us
half saturation: time 16.6 ms, coverage 0.2162
  expected open sites A 4069.6, 1/(kA) 12.3 us
99% saturation: time 173.7 ms, coverage 0.4280
  expected open sites A 44.6, 1/(kA) 1121.4 us
ratio of 1/(kA), 99% saturation to start: 224
waits from independent site clocks, grouped by open sites:
  A 9000-10000: measured 5.18 +- 0.03 us, mean of 1/(kA) 5.27 us
  A 4000-4200: measured 12.51 +- 0.14 us, mean of 1/(kA) 12.20 us
  A 40-50: measured 1124.79 +- 35.25 us, mean of 1/(kA) 1117.68 us
mean of wait*k*A: 0.9974; variance: 0.9901
FIXED CLOCKS
adsorptions at half saturation: 2162; at 99%: 4280
clock 1, step 1/(kN): 5.0 us
clock 1, time of 99% saturation: 21.4 ms
true fraction of saturation then: 0.580
clock 2, step matched at 99%: 40.6 us
clock 2, time of half saturation: 87.7 ms
true 99% time / clock 1 time: 8.12
clock 2 half time / true half time: 5.27
KMC coverage at clock-1 99% time, true half time, true 99% time:
  simulated [0.2509 0.2164 0.4281] formula [0.2508 0.2162 0.428 ]
KMC mean time to complete filling: 401 ms
share of that time after 99% saturation: 0.57
REJECTION ALGORITHM
open sites: 1000; mean attempts per event: 9.97
mean time per attempt: 5.0 us; per event: 49.9 us
TWO ADSORBATES ON TEN SITES
separation 2: open 5, mean wait 10.0 ms
separation 5: open 4, mean wait 12.5 ms
REVERSIBLE SIX-SITE RING, k 20 1/s, k_des 100 1/s
hop rate 0 1/s: event-average coverage 0.1524
  time-average coverage 0.1273, mean time per event 6.545 ms
hop rate 2000 1/s: event-average coverage 0.2109
  time-average coverage 0.1273, mean time per event 0.362 ms
\end{verbatim}
